Left-right crossing of small square-lattice rectangles by bond enumeration

**Problem**

A current path through a disordered film can be modelled as a chain of open links on a lattice. Take sites (x, y) on a square lattice, with columns x = 0, …, n and rows y = 0, …, n−1. The rectangle has n+1 columns and n rows of sites, with n ≥ 1. Each pair of nearest neighbours is joined by a bond, which is open with probability p and closed with probability q = 1 − p, independently of the others. Nothing is attached to the top and bottom edges.

A crossing is a path of open bonds from any site of column 0 to any site of column n. Let R_n(p) be its probability.

(a) Estimate R_n(p) by comparing the simplest ways to cross with the simplest ways to block.

(b) Count the crossing configurations for n = 1, 2, 3, 4 and find R_n(1/2) for every n.

(c) Compare the two results at p = 1/2 and away from it, and for other rectangles.

If the rectangle is measured in unit cells, n+1 cells by n cells, it has n+2 columns and n+1 rows of sites. That is the same family with n replaced by n+1, so either reading leads to the same question.

**First estimate by scaling**

The shortest crossing is a straight open row. It needs n open bonds, and there are n rows, so the expected number of straight crossings is

A = n pⁿ.

The shortest obstacle is a straight cut: all n horizontal bonds between two neighbouring columns are closed. There are n such gaps, so the expected number of straight cuts is

B = n qⁿ.

Each configuration either crosses or is blocked. As a rough rule, let the odds of crossing follow the ratio of these two numbers:

R/(1 − R) ≈ A/B = (p/q)ⁿ.

Solving for R gives

R_est = pⁿ/(pⁿ + qⁿ).

At p = 1/2 this is 1/2 for every n. The estimate does not prove that value, because it ignores all bent paths and bent cuts and treats expected numbers as weights. It does suggest where to look: crossings and obstacles may be two versions of the same object.

**Exact solution**

*Which bonds matter.* Vertical bonds in the two end columns cannot affect a crossing. Follow a crossing path from its last visit to column 0 until its next visit to column n. This piece is itself a crossing. It contains only one site of each end column, so it uses no bond lying within an end column.

The remaining bonds are

h(x, y), from (x, y) to (x+1, y), with 0 ≤ x ≤ n−1 and 0 ≤ y ≤ n−1,

v(x, y), from (x, y) to (x, y+1), with 1 ≤ x ≤ n−1 and 0 ≤ y ≤ n−2.

Their number is

M = n² + (n−1)².

The 2(n−1) omitted side bonds can be open or closed at will. Including them multiplies the numbers of crossing and non-crossing configurations by the same factor, 2^(2(n−1)), and leaves the probability unchanged.

*The case n = 2 by hand.* There are five bonds: two on the left, two on the right, and v(1, 0) in the middle. If the middle bond is open, the two middle sites act as one. A crossing then needs at least one open bond on each side, with probability

[1 − (1−p)²]².

If the middle bond is closed, at least one of two separate rows must be open, with probability

1 − (1−p²)².

Weighting the two cases by p and 1−p gives

R_2 = p[1 − (1−p)²]² + (1−p)[1 − (1−p²)²].

At p = 1/2 the two conditional probabilities are (3/4)² = 9/16 and 1 − (3/4)² = 7/16. Their average is 1/2.

The same result follows from counting by the number k of open bonds. Let N_k be the number of crossing configurations with k open bonds.

• k = 0 or 1: no crossing is possible.
• k = 2: the two open bonds must form one of the two rows, so N_2 = 2.
• k = 3: two bonds are closed. They block only if they are both left bonds or both right bonds. Of the 10 configurations, 8 cross.
• k = 4: one closed bond cannot block, so N_4 = 5.
• k = 5: the single configuration crosses.

The sum is 2 + 8 + 5 + 1 = 16, half of 2⁵ = 32.

*Enumeration.* Going through every configuration of the relevant bonds gives:

n = 1: M = 1, 1 of 2 configurations crosses.
n = 2: M = 5, 16 of 32 cross.
n = 3: M = 13, 4096 of 8192 cross.
n = 4: M = 25, 16777216 of 33554432 cross.

Each fraction is 1/2. Four cases do not settle all n, so a general reason is needed.

*The dual lattice.* Place a dual site f(x, j) in the unit square whose lower-left corner is (x, j), with 0 ≤ x ≤ n−1 and −1 ≤ j ≤ n−1. The values j = −1 and j = n−1 denote strips of squares just below and just above the rectangle. Each relevant bond separates two squares, and its dual bond joins them:

h(x, y) separates f(x, y−1) and f(x, y),

v(x, y) separates f(x−1, y) and f(x, y).

Call a dual bond usable when the original bond is closed. A usable dual path from the bottom strip to the top strip is a connected obstacle. The claim is that each configuration has either a crossing or such an obstacle, and never both. For the proof, merge the bottom strip into one vertex B and the top strip into one vertex T.

*No crossing implies an obstacle.* Let S be the set of sites that can be reached from column 0 through open relevant bonds, including column 0 itself. If there is no crossing, S contains no site of column n. Any bond with one end in S and the other outside is closed, since otherwise the outer end would have been reached. Collect the duals of all these boundary bonds.

Go once around an inner square. Membership of S must return to its starting value, so it changes an even number of times. No change occurs along a side bond, because column 0 lies wholly in S and column n wholly outside it. Hence an even number of the collected dual bonds meets at each inner square.

Now go along the top row from left to right. It starts in S and ends outside, so membership changes an odd number of times. An odd number of collected dual bonds therefore meets at T. The bottom row gives the same result for B.

In any connected piece of a graph, the sum of the degrees is twice the number of bonds, because each bond has two ends. The number of vertices of odd degree in the piece is therefore even. Since T and B are the only odd vertices, they belong to the same piece. A usable dual path joins them.

*An obstacle excludes a crossing.* Suppose there is a usable dual path from B to T, and remove any loops so that it visits no vertex twice. Let D be the set of original bonds that it crosses, all closed. Write d(e) = 1 if bond e is in D and d(e) = 0 otherwise, with d = 0 for side bonds. Assign to each site the number

c(x, y) = d(h(0, y)) + … + d(h(x−1, y)) modulo 2,

with c(0, y) = 0. By construction, c changes across a horizontal bond if and only if that bond is in D.

For vertical bonds, use the fact that the dual path has degree 0 or 2 at each inner square f(i, y):

d(h(i, y)) + d(h(i, y+1)) + d(v(i, y)) + d(v(i+1, y)) = 0 modulo 2.

Add these equations for i = 0, …, x−1. The horizontal terms give c(x, y) + c(x, y+1). Every vertical bond strictly between columns 0 and x occurs twice and cancels modulo 2. The term at column 0 vanishes because it is a side bond. What remains is

c(x, y) + c(x, y+1) = d(v(x, y)) modulo 2.

So c also changes across a vertical bond if and only if that bond is in D. At x = n the right side is zero, and c has the same value throughout column n. In the top row this value is the degree of T in the dual path, which is 1.

Thus c = 0 on column 0 and c = 1 on column n. Every path between them must change c somewhere, and there it uses a bond of D. That bond is closed, so no crossing exists.

*Pairing the configurations.* The dual lattice has n columns and n+1 rows. Transposing it by

f(x, j) → (j+1, x)

puts it on the original lattice. The bottom strip becomes column 0 and the top strip becomes column n. The bonds move as

φ: h(x, y) → h(y, x), v(x, y) → v(y+1, x−1).

Applying φ twice returns v(x, y) to v((x−1)+1, (y+1)−1) = v(x, y), and likewise returns each horizontal bond.

For a configuration ω, with ω(e) = 1 for an open bond and 0 for a closed one, define a partner by

ω*(φ(e)) = 1 − ω(e).

The partner of the partner is ω. A crossing in ω* is the transposed image of an obstacle in ω, so exactly one of ω and ω* crosses. The configurations therefore fall into pairs with one crossing in each. Of the 2^M configurations, 2^(M−1) cross. At p = 1/2 all configurations have the same probability, 2^(−M), and hence

R_n(1/2) = 2^(M−1)/2^M = 1/2 for every n ≥ 1.

For n = 2, take the configuration whose open bonds are h(0, 0) and h(1, 0). It crosses along the bottom row. Its closed bonds are h(0, 1), h(1, 1) and v(1, 0), which φ sends to h(1, 0), h(1, 1) and v(1, 0). These are the open bonds of the partner. Both left bonds are now closed, and the partner does not cross.

*Other values of p.* If ω has k open bonds, ω* has M − k. The crossing configurations with M − k open bonds are therefore the partners of the non-crossing ones with k open bonds:

N_(M−k) = C(M, k) − N_k,

where C(M, k) is the number of ways to choose k bonds from M. The crossing probability is

R_n(p) = Σ_k N_k p^k q^(M−k).

Exchanging p and q, and then renaming k as M − k, gives

R_n(1−p) = Σ_k N_(M−k) p^k q^(M−k).

The sum of the two is

R_n(p) + R_n(1−p) = Σ_k C(M, k) p^k q^(M−k) = (p + q)^M = 1.

For n = 2 and p = 0.4, the counts give

R_2 = 2(0.4)²(0.6)³ + 8(0.4)³(0.6)² + 5(0.4)⁴(0.6) + (0.4)⁵
= 0.06912 + 0.18432 + 0.07680 + 0.01024 = 0.34048.

The enumeration gives R_2(0.6) = 0.65952, and the two add to 1.

*Reading the counts for n = 3.* The first non-zero counts are N_3 = 3 and N_4 = 38. The three are the straight rows. With four open bonds, a straight row may be joined by any of the 10 other bonds, which gives 3 × 10 = 30. Otherwise the path changes row once. There are four ordered pairs of neighbouring rows and two inner columns in which to change, which gives 8 more. The total is 38. Pairing then requires N_9 = C(13, 4) − 38 = 715 − 38 = 677, as the enumeration finds.

**Comparison**

At p = 1/2 the estimate and the exact result agree for every n. The agreement has a reason: the pairing turns straight crossings into straight cuts, so A and B are equal there. It also pairs all the bent paths and cuts that the estimate leaves out.

Away from p = 1/2 the estimate keeps the relation R(p) + R(1−p) = 1 but in general not the correct values. At p = 0.4 it is R_est = 1/(1 + 1.5ⁿ):

n = 1: estimate 0.400, exact 0.400.
n = 2: estimate 0.308, exact 0.340.
n = 3: estimate 0.229, exact 0.288.
n = 4: estimate 0.165, exact 0.243.

Relative to the exact value, the estimate is low by about 10%, 21% and 32% for n = 2, 3 and 4. Both columns fall with n, but the estimate falls too fast.

The limit of small p shows one source of the error. Every crossing needs at least n horizontal bonds, and a crossing with just n bonds is a straight row. Therefore

R_n(p) → n pⁿ as p → 0,

whereas R_est → pⁿ. The estimate is too small by a factor n. In this limit almost all the probability lies on configurations with few open bonds, so the probability of blocking tends to 1, but the expected number of straight cuts tends to n. Many cuts coexist in one configuration and are counted separately. This limit alone does not show how much of the error at p = 0.4 has the same cause.

Call a path bent once if it changes row once, by a single vertical bond. Adding these paths with one bend does not repair the estimate. There are 2(n−1)² of them, from 2(n−1) ordered pairs of neighbouring rows and n−1 inner columns, and each has n+1 bonds. By the pairing there are equally many cuts with one bend. With a = 2(n−1)²/n, the estimated odds become

(p/q)ⁿ (1 + ap)/(1 + aq).

For p < 1/2 and n ≥ 2 the new factor is below 1. It lowers an estimate that, at the computed sizes and p = 0.4, is already too low.

*Other rectangles.* Let there be c ≥ 2 columns and r rows of sites, and write R(c × r) for the crossing probability at p = 1/2. A straight crossing now has c−1 bonds and a straight cut has r, so the estimated odds are

r 2^(−(c−1)) / [(c−1) 2^(−r)].

For 3 × 3 this is (3/4)/(2/8) = 3, hence R ≈ 3/4. The exact value is 43/64 = 0.672. For 4 × 2 it is (2/8)/(3/4) = 1/3, hence R ≈ 1/4. The exact value is 21/64 = 0.328. The estimate gives the correct side of 1/2 in both cases and exaggerates the distance from it.

These two exact values add to 1. The proof of the either-or claim did not use the relation between c and r, apart from the ranges of the labels. In general the transposed dual lattice has r+1 columns and c−1 rows, so

R(c × r) + R((r+1) × (c−1)) = 1.

The dual of 4 × 2 is 3 × 3. A rectangle is its own dual when c = r+1, and this is why the extra column is needed. A square array of sites crosses more easily: 2 × 2 gives 3/4, since one of two horizontal bonds suffices. With one column too many the probability falls below 1/2, as 5 × 3 shows with 0.370.

**Conditions and meaning for transport**

The pairing proof needs ω and ω* to be equally probable. Independent bonds with p = 1/2 satisfy this, but an average open fraction of one half is not enough. Suppose that all horizontal bonds in the same gap between columns are open together or closed together, with probability 1/2 for each gap independently, while the vertical bonds stay independent and open with probability 1/2. Each bond is still open with probability 1/2, yet a crossing requires all n gaps to be open, and its probability is 2^(−n). For n = 4 that is 1/16.

Unequal directions also matter. For n = 2, keep the horizontal bonds at 1/2 and let the middle vertical bond be open with probability u. The two conditional probabilities found above give

R = (9/16)u + (7/16)(1−u) = (7 + 2u)/16.

This runs from 7/16 without the vertical link to 9/16 with a permanent one, and equals 1/2 only at u = 1/2.

Nor does a crossing probability determine a conductance. Give every open bond the same conductance g and hold each end column at one potential. For n = 2, a single open row has two bonds in series and conductance g/2. With all five bonds open, the middle sites are at equal potential, the vertical bond carries no current, and the two rows in parallel conduct g. Both configurations count as one crossing. In a real disordered film the links may also differ in conductance and be correlated, so the value 1/2 is a property of this lattice model and not a prediction for a film.

Finally, R_n(1/2) = 1/2 holds at each finite size and does not by itself locate the percolation threshold of the infinite lattice. The computed values at p = 0.4 decrease from n = 1 to n = 4, and those at p = 0.6 increase. This is the trend expected if the threshold lies between them, but four sizes do not prove the limit. The counts N_k for n = 2 and n = 3 are in the numerical output.

Numbers as computed

```
Rectangles of n+1 columns by n rows (all numbers dimensionless)
n=1: M=1 bonds, 2 configurations, 1 cross, R(1/2)=1/2
     R(0.4)=0.400000, R(0.6)=0.600000
n=2: M=5 bonds, 32 configurations, 16 cross, R(1/2)=1/2
     R(0.4)=0.340480, R(0.6)=0.659520
n=3: M=13 bonds, 8192 configurations, 4096 cross, R(1/2)=1/2
     R(0.4)=0.287710, R(0.6)=0.712290
n=4: M=25 bonds, 33554432 configurations, 16777216 cross, R(1/2)=1/2
     R(0.4)=0.242748, R(0.6)=0.757252
Crossing configurations N_k, k = 0..M open bonds
n=2: [0, 0, 2, 8, 5, 1]
n=3: [0, 0, 0, 3, 38, 209, 627, 1089, 1078, 677, 283, 78, 13, 1]
One pair for n=2 (open bonds; does it cross?)
configuration: h(0,0), h(1,0); yes
partner: h(1,0), h(1,1), v(1,0); no
Bridge at p=1/2: middle open 9/16, middle closed 7/16, average 1/2
Whole rectangle with side bonds, searched one by one
n=1: 1 bonds, 2 configurations, 1 cross
n=2: 7 bonds, 128 configurations, 64 cross
n=3: 17 bonds, 131072 configurations, 65536 cross
Other shapes at p=1/2 (columns x rows of sites)
2 x 2: R=3/4 = 0.750000
4 x 2: R=21/64 = 0.328125
3 x 3: R=43/64 = 0.671875
5 x 3: R=48449/131072 = 0.369637
```
